# Quantum Capacitance of a Parabolic Two-Dimensional Band and Its Two Limits: test program

```python
# Result under test: the quantum capacitance per area of one parabolic 2D band,
#   C_q = e^2 dn/du = e^2 D [1 - exp(-n/(D kT))],
# n = sheet density, u = chemical potential measured from the band edge,
# D = density of states (both spins, one valley), kT = thermal energy.
# Limits: e^2 D for n >> D kT, and e^2 n/(kT) for n << D kT.
# Internal units: eV and nm. Densities are printed in cm^-2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.special import expit, ellipkm1

# Rough parameters: metal / high-permittivity oxide / InGaAs quantum well
mass = 0.05            # in-plane mass / free-electron mass
temperature = 300.0    # K
oxide_nm, oxide_eps = 4.0, 20.0
well_nm, well_eps = 8.0, 14.0
alpha = 1.0            # non-parabolicity, 1/eV
trap_density = 0.02    # 1/(eV nm^2)
n_example = 0.01       # 1/nm^2

hb2m = sc.hbar**2 / (sc.m_e * mass) / sc.e * 1e18    # hbar^2/m, eV nm^2
k_B = sc.k / sc.e                                    # eV/K
kT = k_B * temperature
to_cm2 = 1e14                                        # nm^-2 to cm^-2
to_uF = sc.e * 1e18 * 100     # 1/(eV nm^2) to uF/cm^2, factor e^2 included
D = 1 / (np.pi * hb2m)


def response_formula(n, thermal=kT):
    """dn/du from the derived result."""
    return -D * np.expm1(-n / (D * thermal))


def level_formula(n, thermal=kT):
    """u from the inverted density relation."""
    return thermal * np.log(np.expm1(n / (D * thermal)))


def density_by_k(u, thermal=kT, nonpar=0.0):
    """Density by direct quadrature over wave number, two spins."""
    top = max(u, 0.0) + 40 * thermal
    k_top = np.sqrt(2 * top * (1 + nonpar * top) / hb2m)

    def integrand(k):
        kinetic = hb2m * k * k / 2
        energy = kinetic
        if nonpar:
            energy = 2 * kinetic / (1 + np.sqrt(1 + 4 * nonpar * kinetic))
        return k / np.pi * expit((u - energy) / thermal)

    return quad(integrand, 0, k_top, epsabs=0, epsrel=1e-11, limit=300)[0]


def slope(function, x, step):
    return (function(x + step) - function(x - step)) / (2 * step)


def response_at_density(density, n):
    """dn/du at given total density for any density function."""
    u = brentq(lambda v: density(v) - n, -0.6, 0.6, xtol=1e-13)
    return slope(density, u, 1e-3 * kT)


# Density of states: count periodic-box states below a chosen energy
radius, energy_cut = 300, 0.1
grid = np.arange(-radius, radius + 1)
count = np.count_nonzero(grid[:, None]**2 + grid[None, :]**2 <= radius**2)
box = 2 * np.pi * radius / np.sqrt(2 * energy_cut / hb2m)
assert abs(2 * count / box**2 / energy_cut / D - 1) < 1e-3

# Density and its derivative from quadrature against the derived forms
for test_T in (77.0, 300.0, 400.0):
    th = k_B * test_T
    for eta in (-5.0, -1.0, 0.0, 2.0, 5.0):
        n_num = density_by_k(eta * th, th)
        assert abs(n_num / (D * th * np.log1p(np.exp(eta))) - 1) < 1e-8
        slope_num = slope(lambda v: density_by_k(v, th), eta * th, 1e-3 * th)
        assert abs(slope_num / response_formula(n_num, th) - 1) < 2e-6
        x = n_num / (D * th)
        if eta == -5.0:      # dilute: relative deficit x/2 at leading order
            deficit = 1 - slope_num * th / n_num
            assert abs(deficit / (x / 2) - 1) < 0.01
        if eta == 5.0:       # degenerate: deficit exp(-x)
            assert abs((1 - slope_num / D) / np.exp(-x) - 1) < 1e-3
        assert slope_num < D and slope_num < n_num / th

# Series law: solve the charge at neighbouring voltages
c_ox = sc.epsilon_0 * oxide_eps / (oxide_nm * 1e-9) * 100 / to_uF


def series(*parts):
    return 1 / sum(1 / part for part in parts)


def density_at_voltage(voltage):
    u = brentq(lambda v: v + density_by_k(v) / c_ox - voltage,
               -0.6, 0.6, xtol=1e-13)
    return density_by_k(u)


u_example = level_formula(n_example)
v_example = u_example + n_example / c_ox
c_q = response_formula(n_example)
c_total = series(c_ox, c_q)
assert abs(slope(density_at_voltage, v_example, 2e-4) / c_total - 1) < 1e-4

# Voltage needed to raise the density, split into two parts
n_low = 0.001
rise_band = u_example - level_formula(n_low)
rise_oxide = (n_example - n_low) / c_ox
rise_integral = quad(lambda n: 1 / series(c_ox, response_formula(n)),
                     n_low, n_example)[0]
assert abs(rise_integral / (rise_band + rise_oxide) - 1) < 1e-8

# Finite thickness: integrate the field through a sine-squared charge profile
z = np.linspace(0, well_nm, 8001)
profile = 2 / well_nm * np.sin(np.pi * z / well_nm)**2
field = 1 - cumulative_trapezoid(profile, z, initial=0)
potential = cumulative_trapezoid(field, z, initial=0)
depth_num = trapezoid(profile * potential, z)
depth = well_nm * (1 / 3 + 5 / (8 * np.pi**2))
assert abs(depth_num / depth - 1) < 1e-5
c_thick = sc.epsilon_0 * well_eps / (depth * 1e-9) * 100 / to_uF
c_total_thick = series(c_ox, c_thick, c_q)

# Non-parabolic band and second subband, both at the same total density
c_nonpar = response_at_density(lambda v: density_by_k(v, kT, alpha), n_example)
spacing = 3 * np.pi**2 * hb2m / (2 * well_nm**2)
c_two = response_at_density(
    lambda v: density_by_k(v) + density_by_k(v - spacing / 2), n_example)
change_nonpar = 100 * (c_nonpar / c_q - 1)
change_two = 100 * (c_two / c_q - 1)
assert abs(change_two) < 1 < change_nonpar

# Exchange at zero temperature: quadrature over the Fermi disc
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * well_eps) * 1e9    # eV nm


def exchange_level(n):
    kf = np.sqrt(2 * np.pi * n)

    def integrand(t):                       # q = kf (1 - t^2)
        q = kf * (1 - t * t)
        angular = 4 * ellipkm1((t * t / (2 - t * t))**2) / (kf + q)
        return q * angular * 2 * kf * t

    return -coulomb / (2 * np.pi) * quad(integrand, 0, 1, epsrel=1e-10)[0]


k_fermi = np.sqrt(2 * np.pi * n_example)
exchange_slope = -coulomb * k_fermi / (np.pi * n_example)
exchange_num = slope(exchange_level, n_example, 1e-3 * n_example)
assert abs(exchange_num / exchange_slope - 1) < 1e-5
c_exchange = 1 / (1 / c_q + exchange_slope)
assert c_exchange > c_q

# Traps that follow the signal act in parallel with the band
c_total_trap = series(c_ox, c_q + trap_density)
oxide_field = n_example / c_ox / oxide_nm * 10       # V/nm to MV/cm

print("INPUTS (rough values)")
print(f"mass / free mass: {mass:.3f}; valleys: 1; spins: 2")
print(f"temperature: {temperature:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"oxide: {oxide_nm:.1f} nm, relative permittivity {oxide_eps:.0f}")
print(f"well: {well_nm:.1f} nm, relative permittivity {well_eps:.0f}")
print(f"sheet density n: {n_example*to_cm2:.2e} cm^-2")
print("RESULTS")
print(f"D: {D*to_cm2:.3e} eV^-1 cm^-2")
print(f"D kT: {D*kT*to_cm2:.3e} cm^-2")
print(f"n/(D kT): {n_example/(D*kT):.3f}")
print(f"1 - exp(-n/(D kT)): {c_q/D:.4f}")
print(f"u: {u_example*1e3:.1f} meV")
print(f"degenerate limit e^2 D: {D*to_uF:.3f} uF/cm^2")
print(f"dilute limit e^2 n/kT: {n_example/kT*to_uF:.3f} uF/cm^2")
print(f"C_q: {c_q*to_uF:.3f} uF/cm^2")
print(f"oxide capacitance: {c_ox*to_uF:.3f} uF/cm^2")
print(f"series total: {c_total*to_uF:.3f} uF/cm^2")
print(f"value at n = D kT over e^2 D: {response_formula(D*kT)/D:.4f}")
print("TABLE: n (cm^-2), n/(D kT), C_q, dilute limit (uF/cm^2)")
for n in (1e-4, 1e-3, 3e-3, 1e-2, 3e-2):
    print(f"{n*to_cm2:.1e}  {n/(D*kT):.4f}  "
          f"{response_formula(n)*to_uF:.4f}  {n/kT*to_uF:.4f}")
print(f"VOLTAGE to raise n from {n_low*to_cm2:.1e} to "
      f"{n_example*to_cm2:.1e} cm^-2")
print(f"band filling: {rise_band*1e3:.1f} mV")
print(f"oxide: {rise_oxide*1e3:.1f} mV")
print(f"sum: {(rise_band+rise_oxide)*1e3:.1f} mV")
print("NEGLECTED EFFECTS at the example density")
print(f"effective charge depth in well: {depth:.2f} nm")
print(f"thickness capacitance: {c_thick*to_uF:.3f} uF/cm^2")
print(f"total with thickness: {c_total_thick*to_uF:.3f} uF/cm^2")
print(f"change of total: {100*(c_total_thick/c_total-1):.1f} %")
print(f"non-parabolicity {alpha:.1f} /eV, C_q change: {change_nonpar:.1f} %")
print(f"hard-wall subband spacing: {spacing*1e3:.0f} meV")
print(f"second subband at half of it, C_q change: {change_two:.3f} %")
print(f"du/dn without exchange: {1/c_q:.3f} eV nm^2")
print(f"exchange part, T = 0: {exchange_slope:.3f} eV nm^2")
print(f"exchange, C_q change: {100*(c_exchange/c_q-1):.1f} %")
print(f"trap density: {trap_density*to_cm2:.1e} eV^-1 cm^-2")
print(f"trap capacitance: {trap_density*to_uF:.3f} uF/cm^2")
print(f"traps, change of total: {100*(c_total_trap/c_total-1):.1f} %")
for other_T in (77.0, 400.0):
    value = response_formula(n_example, k_B * other_T) * to_uF
    print(f"C_q at {other_T:.0f} K: {value:.3f} uF/cm^2")
print(f"oxide field from n: {oxide_field:.3f} MV/cm")
print("done: every assertion held")
```

Output:

```
INPUTS (rough values)
mass / free mass: 0.050; valleys: 1; spins: 2
temperature: 300 K; kT: 25.85 meV
oxide: 4.0 nm, relative permittivity 20
well: 8.0 nm, relative permittivity 14
sheet density n: 1.00e+12 cm^-2
RESULTS
D: 2.089e+13 eV^-1 cm^-2
D kT: 5.400e+11 cm^-2
n/(D kT): 1.852
1 - exp(-n/(D kT)): 0.8431
u: 43.5 meV
degenerate limit e^2 D: 3.346 uF/cm^2
dilute limit e^2 n/kT: 6.197 uF/cm^2
C_q: 2.821 uF/cm^2
oxide capacitance: 4.427 uF/cm^2
series total: 1.723 uF/cm^2
value at n = D kT over e^2 D: 0.6321
TABLE: n (cm^-2), n/(D kT), C_q, dilute limit (uF/cm^2)
1.0e+10  0.0185  0.0614  0.0620
1.0e+11  0.1852  0.5657  0.6197
3.0e+11  0.5556  1.4265  1.8592
1.0e+12  1.8520  2.8213  6.1975
3.0e+12  5.5560  3.3335  18.5925
VOLTAGE to raise n from 1.0e+11 to 1.0e+12 cm^-2
band filling: 84.6 mV
oxide: 32.6 mV
sum: 117.2 mV
NEGLECTED EFFECTS at the example density
effective charge depth in well: 3.17 nm
thickness capacitance: 3.906 uF/cm^2
total with thickness: 1.196 uF/cm^2
change of total: -30.6 %
non-parabolicity 1.0 /eV, C_q change: 7.9 %
hard-wall subband spacing: 353 meV
second subband at half of it, C_q change: 0.580 %
du/dn without exchange: 5.679 eV nm^2
exchange part, T = 0: -0.821 eV nm^2
exchange, C_q change: 16.9 %
trap density: 2.0e+12 eV^-1 cm^-2
trap capacitance: 0.320 uF/cm^2
traps, change of total: 6.6 %
C_q at 77 K: 3.344 uF/cm^2
C_q at 400 K: 2.512 uF/cm^2
oxide field from n: 0.090 MV/cm
done: every assertion held
```
